Easy-plane anisotropy from a z2 orbital and its electric-field shift

Suppose that a voltage across the oxide of a magnetic memory cell pushes the empty xz and yz orbitals of an interface atom 10 meV further above an occupied z2 orbital. Without a formula linking this gap to the magnetic anisotropy, even the sign of the effect is unknown: the voltage might help the magnetization to stand along the film normal or help it to lie down. The size is equally open. Guessing that the anisotropy is as large as the spin-orbit energy, 50 meV in the example below, would overestimate it by a factor of about 27, because the first-order effect vanishes.

**The model and its conventions**

One electron occupies z2, whose energy is taken as zero. An exchange field holds its spin along the unit vector n = (n_x, n_y, n_z), with z the film normal and θ the angle between n and z. Empty orbitals xz and yz of the same spin lie at Δ_xz and Δ_yz. Spin-orbit coupling is

H_so = ξ L·S,

with ħ = 1 and ξ a positive energy, small compared with the gaps. States of opposite spin are left out at first and restored later. The anisotropy energy per atom is

K = E(n along x) − E(n along z),

so that positive K favours the normal and negative K favours the plane. "In-plane anisotropy" here means this preference for the plane. A preferred axis within the plane is a separate quantity, E(x) − E(y), which the same derivation supplies.

Within one spin state, the expectation value of S is n/2. The coupling therefore reduces to an operator on the orbitals:

V = (ξ/2) n·L.

Its action on z2 follows from L = −i r×∇. With a common normalization, the angular functions are

|z2⟩ = (2z² − x² − y²)/2, |xz⟩ = √3 x z, |yz⟩ = √3 y z.

The derivatives of |z2⟩ along x, y and z are −x, −y and 2z. Hence

L_x|z2⟩ = −i(y ∂_z − z ∂_y)|z2⟩ = −i(2yz + yz) = −3i yz = −i√3 |yz⟩,

L_y|z2⟩ = −i(z ∂_x − x ∂_z)|z2⟩ = −i(−xz − 2xz) = 3i xz = i√3 |xz⟩,

L_z|z2⟩ = −i(x ∂_y − y ∂_x)|z2⟩ = −i(−xy + xy) = 0.

A spin along x thus couples z2 to yz, a spin along y couples it to xz, and a spin along z does not couple it to anything. The orbitals xy and x2−y2 do not appear, so they have no influence at second order.

**First derivation: a sum over empty orbitals**

The first-order energy is ⟨z2|V|z2⟩ = 0, since L|z2⟩ has no z2 component. The second-order energy is minus the sum of squared couplings divided by the gaps. The couplings are

⟨yz|V|z2⟩ = (ξ/2) n_x (−i√3), squared modulus 3ξ²n_x²/4,

⟨xz|V|z2⟩ = (ξ/2) n_y (i√3), squared modulus 3ξ²n_y²/4.

Therefore

E(n) = −(3ξ²/4)(n_x²/Δ_yz + n_y²/Δ_xz).

For equal gaps Δ, the identity n_x² + n_y² = sin²θ gives

E(n) = −(3ξ²/4Δ) sin²θ, K = −3ξ²/(4Δ).

The plane is favoured because the spin must have an in-plane component before the electron can lower its energy by mixing in xz or yz.

For unequal gaps, setting n along x and then along y gives

E(x) − E(y) = −(3ξ²/4)(1/Δ_yz − 1/Δ_xz).

If yz is the nearer orbital, x is the preferred axis. This difference vanishes for equal gaps.

Now let a field F along the normal change the common gap linearly, Δ(F) = Δ + pF. Such a linear shift requires a site without inversion symmetry. At an inversion-symmetric site F and −F are equivalent, so Δ(F) = Δ(−F) and p = 0. An interface lifts this restriction. The change in anisotropy is

K(F) − K(0) = −(3ξ²/4)[1/(Δ + pF) − 1/Δ] = (3ξ²/4) pF/[Δ(Δ + pF)].

To first order in F,

δK = +3ξ²pF/(4Δ²).

Widening the gap weakens the preference for the plane. The ratio of the finite change to the linear one is 1/(1 + pF/Δ), so the linear law needs |pF| much smaller than Δ.

**Second derivation: an orbital current and its cost**

The same result follows without a perturbation sum, by asking how far it pays the electron to acquire orbital angular momentum. A real orbital carries none: L is an imaginary operator, and its expectation value in a real function vanishes. The electron must mix in other orbitals with imaginary amplitudes. Take the trial state

|ψ⟩ = (|z2⟩ + i a|yz⟩ + i b|xz⟩)/√(1 + a² + b²), with a and b real.

The unnormalized angular momentum along x comes from the cross terms between z2 and yz:

(i a)* (−i√3) + complex conjugate = (−i a)(−i√3) + c.c. = −2√3 a.

Along y, the cross terms between z2 and xz give

(i b)* (i√3) + c.c. = (−i b)(i√3) + c.c. = 2√3 b.

The component L_z connects xz with yz, but its matrix element is imaginary while (i a)*(i b) = ab is real. The term and its conjugate cancel. The energy is therefore

E = [Δ_yz a² + Δ_xz b² − √3 ξ n_x a + √3 ξ n_y b]/(1 + a² + b²).

The quadratic terms are the price of occupying higher orbitals, and the linear terms are the spin-orbit gain. Since a and b will prove to be of order ξ, the numerator is of order ξ² and the denominator changes the energy at order ξ⁴. Minimizing the numerator gives

2Δ_yz a − √3 ξ n_x = 0, so a = √3 ξ n_x/(2Δ_yz),

2Δ_xz b + √3 ξ n_y = 0, so b = −√3 ξ n_y/(2Δ_xz).

At the minimum of a quadratic cost plus a linear gain, the gain is twice the cost, so the energy is minus the cost:

E = −Δ_yz a² − Δ_xz b² = −(3ξ²/4)(n_x²/Δ_yz + n_y²/Δ_xz),

as before. A more general trial state would not change this order. Real admixtures of xz and yz, and any admixture of xy or x2−y2, have a positive cost but no linear gain from z2. They can couple to a and b through ξ, which makes them of order ξ² and their energy of order ξ⁴.

This route also shows the orbital momentum. For equal gaps,

⟨L_x⟩ = −2√3 a = −3ξn_x/Δ, ⟨L_y⟩ = 2√3 b = −3ξn_y/Δ.

It is opposed to the in-plane part of the spin and absent when the spin is along the normal. Comparison with E gives E = (ξ/4) n·⟨L⟩, so in this one-spin model the favoured direction is the one with the larger orbital momentum.

The field response now needs no new minimization. The energy is stationary in a and b, so a small change of the gap alters it through the explicit Δ alone:

dE/dΔ = a² + b² = (3ξ²/4Δ²) sin²θ.

The right side is the probability of finding the electron in xz or yz. Raising those orbitals costs energy in proportion to that probability, which vanishes for spin along z. Hence dK/dΔ = 3ξ²/(4Δ²), and multiplication by pF gives the same δK.

**What each derivation assumes**

Both assume that the exchange field fixes the spin direction, that ξ is small compared with the gaps, and that the field changes orbital energies but not ξ or the orbital shapes. A field along the normal does not mix z2 with xz or yz if the site keeps its vertical mirror planes, because z2 is even under x → −x and y → −y while xz and yz are each odd under one of them.

The sum over states assumes that the empty levels and their couplings are known. In return it extends readily to several electrons: one sums over all pairs of an occupied and an empty orbital. The variational route assumes a form for the state and relies on stationarity. It gives the orbital momentum and the field slope directly, and it can be carried beyond small ξ. For n along x, keeping the denominator amounts to diagonalizing z2 and yz with coupling of modulus √3ξ/2:

E(E − Δ) = 3ξ²/4, so E = [Δ − √(Δ² + 3ξ²)]/2.

Expanding the root gives −3ξ²/(4Δ) + 9ξ⁴/(16Δ³). The condition for the second-order result is thus 3ξ² much smaller than Δ². When Δ falls towards ξ, the inverse-gap law fails.

There is one more fourth-order term with five orbitals, because yz is coupled to x2−y2. Acting with L_x gives L_x|yz⟩ = i√3|z2⟩ + i|x2−y2⟩, so this coupling has modulus ξ/2. With x2−y2 at energy Δ′, the extra energy is −(3ξ²/4)(ξ²/4)/(Δ²Δ′). No odd power of ξ occurs in the one-spin model: complex conjugation reverses L, so the spectra for ξ and −ξ coincide.

**Restoring the opposite spin**

Let the exchange splitting be J. For a pair of real orbitals, the vector ⟨u|L|o⟩ equals i times a real vector c. The squared spin-flip coupling is the total strength minus the spin-conserving part. Since (c·S)² = c²/4,

flip strength = (ξ²/4)[c² − (c·n)²].

From z2 to xz and yz, the sum of c² is 3 + 3 = 6, and the sum of (c·n)² is 3 sin²θ.

First take a lone electron, with the opposite-spin orbitals all empty and higher by J. The additional energy is −(ξ²/4)(6 − 3 sin²θ)/(Δ + J), which favours the normal. Then

K_lone = −(3ξ²/4)[1/Δ − 1/(Δ + J)].

This vanishes as J → 0. It must do so, because a single electron without an exchange field has a Kramers doublet and no energy that depends on spin direction. The one-spin formula therefore requires J much larger than Δ.

The second case is closer to a metal such as iron: the whole opposite-spin shell is filled and lies J below its partners, with J > Δ. Let xy and x2−y2 also lie at Δ. Flips from the filled z2 to the empty xz and yz have gap Δ + J and the strength just found. Flips among the other four orbitals have gap J. Over all five orbitals, the sum of c² is the trace of L², 5 × 6 = 30, and the sum of (c·n)² is the trace of (n·L)², 4 + 1 + 0 + 1 + 4 = 10. Removing pairs that contain z2, counted in both directions, leaves 30 − 12 = 18 and 10 − 6 sin²θ. The flip strength is (ξ²/4)(8 + 6 sin²θ). Flips into the occupied z2 are blocked. The total is

K_filled = −(ξ²/4)[3/Δ − 3/(Δ + J) + 6/J].

The last term strengthens the preference for the plane, but it does not respond linearly to the gap. If xz and yz move by δ relative to xy and x2−y2, flips one way have gap J + δ and the reverse flips J − δ, with equal strengths, so the linear changes cancel. Both cases therefore share the slope

dK/dΔ = (3ξ²/4)[1/Δ² − 1/(Δ + J)²].

**A worked interface example**

The following round values are rough and lie in the regime of an iron/MgO interface: ξ = 0.05 eV, Δ = 1 eV, J = 2.5 eV, a square cell of side 0.287 nm, p = 0.02 eV per V/nm, and F = 5 MV/cm, or 0.5 V/nm. They define a model, not a computed interface. The one-spin anisotropy is

K = −0.75 × (0.05 eV)²/(1 eV) = −1.875 meV per atom,

or −3.65 mJ/m² on the cell area. Diagonalization of the five same-spin orbitals, with xy and x2−y2 at 1 eV, gives −1.873 meV. The small difference is the net effect of the two fourth-order terms found above.

The gap shift is 0.02 × 0.5 eV = 10 meV. The slope is 1.875 meV per eV, so

δK = 1.875 meV/eV × 0.010 eV = 18.75 μeV per atom.

A gap change of 1% changes K by 1%. Diagonalization gives 18.48 μeV. Of the 1.4% reduction, about 1% is the factor 1/(1 + pF/Δ) = 0.990, and the rest comes from higher orders in ξ. Dividing δK by field and area gives a voltage coefficient of 73 fJ/(V m).

If xz is instead at 1.10 eV and yz at 1.00 eV, the formula gives E(x) − E(y) = −0.170 meV. In the one-spin model, a 10% difference between the gaps thus produces an in-plane axis with about a tenth of the strength of K. With the filled opposite-spin shell the ratio is only about a twentieth, mainly because K is larger.

Spin flips affect K and its slope very differently. Diagonalization with both spins gives K = −1.35 meV for the lone electron and −2.78 meV for the filled shell, against formula values of −1.34 and −2.84 meV. The slope is 1.74 meV per eV in both cases, against 1.72 from the formula and 1.875 with one spin. The flips thus move K by −28% or +48% in magnitude, but lower the slope by only 7%. The second-order formula explains why the slopes agree at that order; beyond it the agreement is close but not exact, and at ξ = 0.1 eV the two slopes are 6.96 and 6.99 meV per eV.

**The model beside a real interface**

Iron/MgO interfaces favour the film normal, with an interface anisotropy of very roughly 1 mJ/m², whereas the model gives −3.65 mJ/m² with one spin and −5.4 mJ/m² with the filled opposite-spin shell. No choice of positive ξ, Δ and J in the formulas above makes K positive. A likely reason for the wrong sign is the single occupied orbital: a metal has partly filled bands of all five d characters, and their other couplings can favour the normal. One example is the coupling through L_z between an occupied x2−y2 and an empty xy orbital. The mismatch is several mJ/m², and the model does not show how much of it comes from this assumption. Reported voltage coefficients for iron-based films on MgO are often tens to a hundred fJ/(V m), with larger values also reported, so 73 is of the right size, but this is weak support. The coefficient is proportional to p, which was chosen and not calculated.

Screening charge is a serious competitor. With relative permittivity 10, the field requires ε₀ε_rFA/e = 0.023 electrons per atom on a cell of area A. In the one-spin formula, removing all of it from z2 would weaken K by the same fraction, or 43 μeV, more than twice the gap-shift effect. With the filled opposite-spin shell the change is larger, about 70 μeV, because emptying z2 also opens spin flips into it. Other states share the charge in a real metal, so this is a scale and not a prediction. The 73 fJ/(V m) belongs to the gap shift alone and to the one-spin formula; with spin flips included it is 68 fJ/(V m).

Band dispersion also matters. For a flat distribution of gaps from 0.5 to 1.5 eV, averaging 1/Δ multiplies the one-spin K by 1.10, while averaging 1/Δ² multiplies its slope by 1.33. With the filled opposite-spin shell of the example the second-order factors are about 1.06 and 1.36; diagonalization at ξ = 0.05 eV lowers the second to 1.34. Small gaps weigh more heavily in the slope. At 300 K, a classical distribution of spin directions with an assumed reduced magnetization of 0.90 multiplies K by 0.73. It multiplies the slope by the same factor if the magnetization is held fixed as the field changes. Thermal occupation of each empty orbital, with the Fermi level midway in the gap, is about 4 × 10⁻⁹ and negligible here.

The shape anisotropy of one layer inside a thicker film, for a magnetization of 1.7 MA/m, adds −0.26 mJ/m² to K; for the outermost layer, where the interface atom sits, it is about three quarters as large, and for an isolated atomic layer about half. This term has no field dependence if magnetization and thickness are fixed. Across 1.5 nm of oxide the voltage is 0.75 V. For a tunnel barrier of 3 eV, lowered linearly across the oxide by this voltage, and a mass of 0.4 electron masses, the semiclassical transmission is T = 1.5 × 10⁻⁷. With an assumed attempt rate Δ/h, the level width is ΔT/(2π), or about 2 × 10⁻⁸ eV, far below the gap. The field is half of a rough breakdown value of 10 MV/cm, which leaves room for at most a doubling of the linear effect.

For design, the gap-shift mechanism helps the normal when the field polarity widens the gap, provided that z2 is occupied, xz and yz of the same spin are empty, the opposite-spin shell is either empty or full as in the two cases treated above, and neither charge transfer nor the field response of other orbital pairs outweighs the shift. The condition on the opposite spin matters. If J < Δ and only z2 is occupied, in both spins, flips across the gap Δ − J dominate and the second-order result is K = −(3ξ²/4)[2/Δ − 1/(Δ + J) − 1/(Δ − J)]. This is positive and falls as the gap widens, so both signs are reversed. In the one-spin formula δK varies as ξ²p/Δ² and K as ξ²/Δ, so halving the gap at fixed ξ and p would quadruple the response and double the easy-plane term that other contributions must overcome. With the filled shell of the example, the easy-plane term would grow by a factor of only about 1.6, because part of it comes from spin flips that do not depend on the gap. The numerical output lists the parameters of the example.

Numbers as computed

```
spin-orbit energy xi: 0.050 eV
orbital gap: 1.00 eV
exchange splitting J: 2.50 eV
cell side: 0.287 nm
gap shift per field p: 0.020 eV/(V/nm)
field F: 5.0 MV/cm
|<yz|Lx|z2>|^2: 3.0000
|<xz|Ly|z2>|^2: 3.0000
K, second order: -1.8750 meV/atom
K, same-spin diagonalization: -1.8727 meV/atom
K per area, second order: -3.647 mJ/m2
dK/dgap, second order: 1.8750 meV/eV
gap shift at F: 10.00 meV
change of K, linear formula: 18.75 ueV/atom
change of K, diagonalization: 18.48 ueV/atom
finite/linear change, 1/(1+pF/gap): 0.9901
voltage coefficient: 72.9 fJ/(V m)
unequal gaps xz, yz: 1.10, 1.00 eV
E(x)-E(y), formula: -0.1705 meV/atom
E(x)-E(y), diagonalization: -0.1698 meV/atom
K lone electron, formula: -1.3393 meV/atom
K lone electron, diagonalized: -1.3549 meV/atom
K filled shell, formula: -2.8393 meV/atom
K filled shell, diagonalized: -2.7812 meV/atom
slope with flips, formula: 1.7219 meV/eV
slope lone, diagonalized: 1.7417 meV/eV
slope filled, diagonalized: 1.7417 meV/eV
full width of gap spread: 1.00 eV
gap spread multiplies K by: 1.0986
gap spread multiplies slope by: 1.3333
oxide relative permittivity: 10.0
screening charge: 0.0228 electrons/atom
|change of K| if all from z2: 42.67 ueV/atom
temperature: 300 K
thermal occupation per empty orbital: 4.0e-09
assumed reduced magnetization: 0.90
thermal disorder multiplies K by: 0.730
magnetization for shape term: 1.70 MA/m
layer thickness: 0.1435 nm
shape part of K, one layer: -0.261 mJ/m2
oxide thickness: 1.50 nm
oxide voltage: 0.75 V
tunnel barrier height: 3.00 eV
tunnel mass / electron mass: 0.40
tunnel transmission: 1.5e-07
tunnel level width: 2.3e-08 eV
rough breakdown field: 10.0 MV/cm
field / breakdown field: 0.50
```
